\section*{Diagonal Roughness Element of a Film with Finite Step Barriers, part 1}

(Sections cited here and not found follow in the second part.)

\section{The force on one wall}

\textbf{Q.} To find how surface roughness scatters an electron within a subband of a thin metal film, I need the matrix element per unit displacement of the wall. Before I accept any value for it, I want to know which Hamiltonian you mean.

\textbf{A.} One electron of mass $m$ moves in a film of mean width $d$. Along the film it is free. Across the film, in the direction $z$, it obeys
\begin{equation}
H=-\frac{\hbar^2}{2m}\frac{d^2}{dz^2}+V(z),\qquad
V(z)=\begin{cases}0,&0<z<d,\\ V_0,&z<0\ \text{or}\ z>d.\end{cases}
\end{equation}
Both steps have the same height and the mass is the same everywhere. The bound states $\psi_n(z)$ are real and normalized, with energies $E_n<V_0$ measured from the well bottom. These energies contain no in-plane kinetic energy. I write
\begin{equation}
k_n=\frac{\sqrt{2mE_n}}{\hbar},\quad
\kappa_n=\frac{\sqrt{2m(V_0-E_n)}}{\hbar},\quad
k_0^2=k_n^2+\kappa_n^2=\frac{2mV_0}{\hbar^2}.
\end{equation}
At a distance $s$ outside either wall the amplitude has fallen by the factor $e^{-\kappa_n s}$, and the density by its square, $e^{-2\kappa_n s}$.

\textbf{Q.} And what is being displaced?

\textbf{A.} The right wall, from $d$ to $d+h$, with the left wall held at $z=0$. Positive $h$ is outward. The potential then drops by $V_0$ in the strip $d<z<d+h$. For negative $h$ it rises by $V_0$ in the strip $d+h<z<d$. In both cases the expectation value of the change is
\begin{equation}
\langle n|\delta V|n\rangle=-V_0\int_d^{d+h}\psi_n^2\,dz
=-V_0\,\psi_n(d)^2\,h+O(h^2),
\end{equation}
because reversing the limits of the integral supplies the sign for negative $h$. The quantity we need is therefore
\begin{equation}
F_n\equiv V_0\,\psi_n(d)^2 ,
\end{equation}
an energy per length. The element itself is $-F_n$ per unit outward displacement.

\textbf{Q.} You now need the density at the wall, which requires a normalized wavefunction. Where does Hellmann--Feynman help?

\textbf{A.} It identifies $F_n$ with the rate at which the energy level falls as the film widens. The energy follows from a matching condition without any normalization. In its usual form, the theorem comes from differentiating $E_n=\langle n|H|n\rangle$:
\begin{equation}
\frac{dE_n}{dd}=\Big\langle n\Big|\frac{\partial H}{\partial d}\Big|n\Big\rangle
+E_n\frac{d}{dd}\langle n|n\rangle .
\end{equation}
The last term collects the derivatives of the two state vectors, using $H|n\rangle=E_n|n\rangle$ on each side. It vanishes because the norm stays equal to one. With $V=V_0[\theta(-z)+\theta(z-d)]$, the derivative of the Hamiltonian is $-V_0\,\delta(z-d)$.

\textbf{Q.} That is where I object. You have differentiated a discontinuous potential and put the result between states that also depend on $d$.

\textbf{A.} Then let us avoid the delta function. Let $\psi$ be the $n$th state with the wall at $d$, and let $\varphi$ be the $n$th state with the wall at $d+h$. They satisfy
\begin{align}
-\frac{\hbar^2}{2m}\psi''+V\psi&=E_n(d)\,\psi,\\
-\frac{\hbar^2}{2m}\varphi''+(V+\delta V)\varphi&=E_n(d+h)\,\varphi .
\end{align}
Multiply the second equation by $\psi$ and the first by $\varphi$, subtract, and integrate over all $z$. The kinetic terms give
\begin{equation}
-\frac{\hbar^2}{2m}\int(\psi\varphi''-\varphi\psi'')\,dz
=-\frac{\hbar^2}{2m}\big[\psi\varphi'-\varphi\psi'\big]_{-\infty}^{\infty}=0 .
\end{equation}
The bracket has no jump at a wall, since both functions and their first derivatives are continuous there, and it vanishes at infinity because both functions decay. What remains is
\begin{equation}
\big[E_n(d+h)-E_n(d)\big]\int\psi\varphi\,dz
=-V_0\int_d^{d+h}\psi\varphi\,dz .
\end{equation}
This holds for any $h$ for which both states are bound. Divide by $h$ and let $h\to0$. Then $\varphi\to\psi$, the overlap tends to one, and the mean of $\psi\varphi$ over the shrinking strip tends to $\psi(d)^2$. Hence
\begin{equation}
\frac{dE_n}{dd}=-V_0\,\psi_n(d)^2=-F_n .
\end{equation}
The delta function gives the same result because $\psi_n^2$ is continuous at the wall.

\textbf{Q.} Good. Now show me the energy as a function of the width.

\textbf{A.} Inside the film write $\psi=A\sin(k_nz+\alpha_n)$. On the left the decaying solution is proportional to $e^{\kappa_nz}$, so $\psi'/\psi=\kappa_n$ at $z=0$:
\begin{equation}
k_n\cot\alpha_n=\kappa_n
\quad\Rightarrow\quad
\tan\alpha_n=\frac{k_n}{\kappa_n},\qquad 0<\alpha_n<\frac{\pi}{2}.
\end{equation}
On the right the solution is proportional to $e^{-\kappa_n(z-d)}$, so $\psi'/\psi=-\kappa_n$ at $z=d$:
\begin{equation}
\tan(k_nd+\alpha_n)=-\frac{k_n}{\kappa_n}=\tan(-\alpha_n).
\end{equation}
Two angles with equal tangents differ by a multiple of $\pi$, which gives
\begin{equation}
k_nd+2\alpha_n=n\pi,\qquad n=1,2,\ldots
\end{equation}
The left side is positive, so $n$ starts at one. It also rises steadily with $k_n$, so each allowed $n$ has one solution and the energies are ordered by $n$.

\textbf{Q.} When you differentiate this, $\kappa_n$ changes as well. It depends on the energy, and the energy depends on $d$.

\textbf{A.} That dependence is the source of the correction to the width. At fixed $V_0$, the relation $\kappa_n^2=k_0^2-k_n^2$ gives $d\kappa_n/dk_n=-k_n/\kappa_n$. Therefore
\begin{align}
\frac{d\alpha_n}{dk_n}
&=\frac{1}{1+k_n^2/\kappa_n^2}\,
\frac{\kappa_n-k_n\,(d\kappa_n/dk_n)}{\kappa_n^2}\notag\\
&=\frac{\kappa_n^2}{k_0^2}\,
\frac{\kappa_n+k_n^2/\kappa_n}{\kappa_n^2}
=\frac{\kappa_n^2}{k_0^2}\,\frac{k_0^2}{\kappa_n^3}
=\frac{1}{\kappa_n}.
\end{align}
Now differentiate the matching condition with respect to $d$ at fixed $n$:
\begin{equation}
k_n+\left(d+\frac{2}{\kappa_n}\right)\frac{dk_n}{dd}=0
\quad\Rightarrow\quad
\frac{dk_n}{dd}=-\frac{k_n}{d+2/\kappa_n}.
\end{equation}
Since $E_n$ is proportional to $k_n^2$, its derivative is $2E_n/k_n$ times that of $k_n$:
\begin{equation}
\frac{dE_n}{dd}=-\frac{2E_n}{d+2/\kappa_n}.
\end{equation}
Comparison with Hellmann--Feynman gives
\begin{equation}
\boxed{F_n=V_0\,\psi_n(d)^2=\frac{2E_n}{d+2/\kappa_n}} .
\end{equation}
The diagonal element has this magnitude and a negative sign for outward displacement.

\textbf{Q.} I would trust it more if the wavefunction gave the same answer directly.

\textbf{A.} At the right wall the phase is $k_nd+\alpha_n=n\pi-\alpha_n$. From $\tan\alpha_n=k_n/\kappa_n$ we have $\sin\alpha_n=k_n/k_0$ and $\cos\alpha_n=\kappa_n/k_0$. Thus
\begin{equation}
\psi_n(d)^2=A^2\sin^2\alpha_n=A^2\frac{k_n^2}{k_0^2}=A^2\frac{E_n}{V_0}.
\end{equation}
For the normalization, the part inside the film is
\begin{align}
A^2\int_0^d\sin^2(k_nz+\alpha_n)\,dz
&=A^2\left[\frac d2-\frac{\sin(2n\pi-2\alpha_n)-\sin2\alpha_n}{4k_n}\right]\notag\\
&=A^2\left[\frac d2+\frac{\sin2\alpha_n}{2k_n}\right]
=A^2\left[\frac d2+\frac{\kappa_n}{k_0^2}\right].
\end{align}
Each tail contributes $\psi_n(d)^2/(2\kappa_n)$, so together they give $A^2k_n^2/(k_0^2\kappa_n)$. The sum of all parts must be one:
\begin{equation}
1=A^2\left[\frac d2+\frac{\kappa_n^2+k_n^2}{k_0^2\kappa_n}\right]
=\frac{A^2}{2}\left(d+\frac{2}{\kappa_n}\right).
\end{equation}
Insert $A^2=2/(d+2/\kappa_n)$ into the wall density and multiply by $V_0$. The boxed result returns. The probability of finding the electron outside is $F_n/(V_0\kappa_n)$.

\textbf{Q.} Both derivations share the same matching conditions. Is there evidence that does not?

\textbf{A.} Yes. Take $d=4$~nm and $V_0=16$~eV, and enclose the film in a hard box 6~nm wide. Diagonalizing the Hamiltonian in 400 sine functions of that box uses no matching at the film walls. Under a Fermi energy of 12~eV there are 23 subbands. For all of them, the computed wall density times $V_0$ agrees with the formula to a relative error of at most $1.4\times10^{-5}$. The energy difference for wall displacements of $\pm0.01$~nm agrees to $2.3\times10^{-5}$.

\textbf{Q.} Is there a physical reason for the width $d+2/\kappa_n$?

\textbf{A.} Consider the momentum given to the wall. An electron with speed $v_n=\hbar k_n/m$ transfers $2\hbar k_n$ at each reflection. The phase accumulated in a round trip is $2k_nd+4\alpha_n$, and the time for a wave packet to complete it is
\begin{equation}
T_n=\hbar\frac{d(2k_nd+4\alpha_n)}{dE_n}
=\frac{1}{v_n}\left(2d+\frac{4}{\kappa_n}\right),
\end{equation}
because $dE_n=\hbar v_n\,dk_n$. The mean force on one wall is then
\begin{equation}
\frac{2\hbar k_n}{T_n}=\frac{\hbar k_nv_n}{d+2/\kappa_n}
=\frac{2E_n}{d+2/\kappa_n}=F_n .
\end{equation}
Each reflection takes an extra time $2/(\kappa_nv_n)$. Collisions are less frequent than between hard walls, and the mean force is smaller at the same energy.

\textbf{Q.} You move one wall, but the formula contains two decay lengths. Should it not contain one?

\textbf{A.} Both reflections delay the next collision with the moving wall, so both enter. Unequal steps $V_L$ and $V_R$ show this clearly. The matching condition becomes $k_nd+\alpha_L+\alpha_R=n\pi$, and each phase has derivative $1/\kappa_L$ or $1/\kappa_R$ by the calculation above. Hence
\begin{equation}
V_R\psi_n(d)^2=V_L\psi_n(0)^2
=\frac{2E_n}{d+1/\kappa_L+1/\kappa_R}.
\end{equation}
The two forces are equal because the energy depends on the separation of the walls and not on their common position. As a test, I raised the left step to 40~eV and kept the right one at 16~eV. For $n=23$ the diagonalization gave 5.750~eV/nm at both walls, and this formula also gives 5.750~eV/nm. Using $2/\kappa_R$ instead gives 5.669~eV/nm, which is 1.4\% too low. The term $2/\kappa_n$ therefore belongs to equal steps.

\textbf{Q.} What happens at the two ends of the range, for very high barriers and for a level about to leave the well?

\textbf{A.} For $V_0\to\infty$ at fixed $n$, $\kappa_n\to\infty$ and $k_n\to n\pi/d$, so
\begin{equation}
F_n\to\frac{2E_n}{d}=\frac{\pi^2\hbar^2n^2}{md^3}.
\end{equation}
The density at the wall vanishes, but its product with $V_0$ stays finite. In the opposite limit, $E_n\to V_0$ and $\kappa_n\to0$, so $F_n\to V_0\kappa_n\to0$. The electron then spends most of its time in the long tails and seldom strikes the wall.

For ideal steps of equal height and a single mass, the diagonal element per unit outward displacement of one wall is $-F_n$, with $F_n=2E_n/(d+2/\kappa_n)$. It remains to apply this to a rough wall, put in values for a metal, and find where the linear, single-subband description fails.
